# Energy-decreasing semi-implicit Fourier steps for a ferroelectric film

## Definitions and conventions

A ferroelectric film lies between two shorted electrodes. Its polarization $P(x,y,t)$ points along the film normal, does not vary through the thickness, and is periodic in the plane. Because $P$ does not change along its own direction, there is no volume charge. Ideal electrodes cancel the surface charge where it sits, so no electrostatic energy appears. The free energy per unit thickness is

$$F=\int\left[-\frac{|a|}{2}P^2+\frac b4P^4+\frac g2|\nabla P|^2\right]dA,\qquad b,g>0 .$$

The first two terms form a double well with minima at $\pm P_s$, where $P_s^2=|a|/b$. The third penalizes variation in the plane. The polarization relaxes downhill with a kinetic coefficient $\Gamma$:

$$\frac{\partial P}{\partial t}=-\Gamma\frac{\delta F}{\delta P}=\Gamma\left(|a|P-bP^3+g\nabla^2P\right).$$

The last form follows by varying $P$ and integrating the gradient term by parts; periodicity removes the boundary term.

Define $u=P/P_s$, $\ell^2=g/|a|$, $\tau=1/(\Gamma|a|)$ and $e_0=|a|P_s^2$. Since $bP^3=|a|P_su^3$, dividing the equation by $P_s$ gives

$$\tau\frac{\partial u}{\partial t}=u-u^3-Ku,\qquad K=-\ell^2\nabla^2 .$$

On a grid of spacing $dx$, angle brackets denote the average over grid points. The operator $K$ multiplies the Fourier component of wavevector $\mathbf k$ by $\kappa(\mathbf k)=\ell^2k^2\ge0$. The energy density in units of $e_0$ is

$$E[u]=\langle f(u)\rangle+\tfrac12\langle u\,Ku\rangle,\qquad f(u)=-\tfrac12u^2+\tfrac14u^4 .$$

The time step is $\Delta t=s\tau$, so $s$ is a pure number. A prime on $u$, $m$ or $w$ marks the value after a step, except where a spatial derivative is announced.

The parameters are round numbers in the rough regime of a lead zirconate titanate capacitor film: $P_s=40\ \mu\mathrm{C/cm^2}$, $|a|=3\times10^8$ m/F, $g=2\times10^{-10}\ \mathrm{m^3/F}$ and a thickness of 100 nm. They give $\ell=0.8165$ nm. The relaxation time $\tau=1$ ps is a choice, and the simulated times below scale with it.

## Four grid points by hand

Take a periodic $2\times2$ grid with $dx=0.4$ nm and the field

$$u=m+wB,$$

where $B$ is $+1$ and $-1$ in a checkerboard. The mean $m$ has $\kappa=0$. The checkerboard has $k_x=k_y=\pi/dx$, the shortest wave the grid can hold, so

$$\kappa_B=\frac{2\pi^2\ell^2}{dx^2}=\frac{19.74\times0.6667}{0.16}=82.25 .$$

Since $B^2=1$, the cube closes on the same two patterns:

$$u^3=(m^3+3mw^2)+(3m^2w+w^3)B .$$

An explicit Euler step evaluates every term at the old time:

$$m'=m+s(m-m^3-3mw^2),$$
$$w'=w+s(w-3m^2w-w^3)-s\kappa_Bw .$$

The semi-implicit step evaluates only the gradient term at the new time. The mean is unaffected because its $\kappa$ is zero. For the checkerboard, moving $s\kappa_Bw'$ to the left gives

$$w'=\frac{w+s(w-3m^2w-w^3)}{1+s\kappa_B}.$$

Start with $m=0.8$, $w=0.2$ and take $s=0.5$. Then

$$m'=0.8+0.5(0.8-0.512-0.096)=0.896 .$$

The numerator for $w'$ is

$$0.2+0.5(0.2-0.384-0.008)=0.104 .$$

The semi-implicit result is $w'=0.104/42.12=0.0025$. The explicit result is $w'=0.104-8.225=-8.12$. One method nearly removes the checkerboard; the other enlarges it forty times.

The energy can also be followed by hand. With $\langle u^2\rangle=m^2+w^2$ and $\langle u^4\rangle=m^4+6m^2w^2+w^4$,

$$E=-\frac{m^2+w^2}{2}+\frac{m^4+6m^2w^2+w^4}{4}+\frac{\kappa_Bw^2}{2}.$$

Initially $E=-0.340+0.141+1.645=1.446$. After the semi-implicit step $E=-0.240$, close to the uniform minimum of $-1/4$.

## Which limit disappears, and which remains

Put $m=1$ and let $w$ be small. Dropping $w^3$, the two methods give

$$\frac{w'}w=1-s(2+\kappa_B)\quad\text{(explicit)},$$
$$\frac{w'}w=\frac{1-2s}{1+s\kappa_B}\quad\text{(semi-implicit)}.$$

Explicit decay needs a factor above $-1$, hence

$$s<\frac{2}{2+2\pi^2\ell^2/dx^2}.$$

For $dx=0.4$ nm this is 0.02374 ps, and for 0.2 nm it is 0.00604 ps. Halving the spacing reduces the limit by a factor of 3.93. The ratio is slightly below four because the local curvature, the 2 in the denominator, does not depend on the grid. Both thresholds were confirmed by measuring the growth of a small checkerboard.

In the semi-implicit factor a larger $\kappa$ only helps. The most demanding mode is the uniform one, $\kappa=0$, with factor $1-2s$. It decays only for $0<s<1$, whatever the grid. The gradient limit is gone, but the double well still limits the step.

A uniform state $u=1.01$ shows this second limit. Here $u-u^3=-0.020301$, so

$$s=0.95:\quad u'=1.01-0.01929=0.99071,$$
$$s=1.10:\quad u'=1.01-0.02233=0.98767 .$$

The first state is nearer to 1 than the start was, and the second is farther away. With $e_0=48\ \mathrm{J/cm^3}$, the energy changes are $-7.5\times10^2$ and $+2.4\times10^3\ \mathrm{J/m^3}$. Treating the gradient implicitly therefore does not by itself guarantee that energy falls.

## The general step and its energy proof

On any periodic grid, one step reads

$$(1+sK)u'=u+s(u-u^3).$$

It is carried out as follows:

1. Form $r=u+s(u-u^3)$ at each grid point.
2. Transform $r$, divide each component by $1+s\ell^2k^2$, and transform back to obtain $u'$.
3. Compute $M=3\max(u^2,u'^2)-1$, with the maximum taken over all grid points.
4. Accept the step if $M\le0$ or $s\le2/M$. Otherwise repeat it with a smaller $s$.

To see why step 4 guarantees a decrease, let $d=u'-u$. Subtract $u+sKu'$ from both sides of the step equation and divide by $s$. Since $f'(u)=-u+u^3$, where this prime is the derivative of $f$,

$$\frac ds=-f'(u)-Ku'.$$

Multiplying by $d$ and averaging gives

$$\langle d f'(u)\rangle+\langle d\,Ku'\rangle=-\frac1s\langle d^2\rangle. \tag{1}$$

For the local energy, Taylor's formula with its integral remainder is

$$f(u')-f(u)=f'(u)d+d^2\int_0^1(1-\theta)f''(u+\theta d)\,d\theta .$$

Here $f''(v)=3v^2-1$. On the segment from $u$ to $u'$, $v^2$ is largest at an end, so $f''\le M$. As $\int_0^1(1-\theta)d\theta=1/2$,

$$\langle f(u')-f(u)\rangle\le\langle f'(u)d\rangle+\frac M2\langle d^2\rangle. \tag{2}$$

For the gradient energy, insert $u=u'-d$ and use the symmetry of $K$:

$$\langle uKu\rangle=\langle u'Ku'\rangle-2\langle dKu'\rangle+\langle dKd\rangle .$$

Half the change is therefore

$$\tfrac12\langle u'Ku'\rangle-\tfrac12\langle uKu\rangle=\langle dKu'\rangle-\tfrac12\langle dKd\rangle. \tag{3}$$

Adding (2) and (3), then using (1), yields

$$E[u']-E[u]\le-\left(\frac1s-\frac M2\right)\langle d^2\rangle-\frac12\langle dKd\rangle .$$

Both terms on the right are nonpositive when $s\le2/M$. The grid enters only through $K\ge0$, which helps. The cube is evaluated point by point, both in the step and in the energy, so the proof applies to the discrete equations themselves and not just to their continuum limit.

The hand example had a largest value $|u|=1$, hence $M=2$ and a certified limit $s=1$. The choice $s=0.5$ lay inside it. This choice remains certified while $M\le4$, that is, while $|u|\le\sqrt{5/3}=1.29$. Runs from weak noise with $dx=0.4$, 0.2 and 0.1 nm, all at $s=0.5$, satisfied the inequality at each of their 40 steps.

## A guarantee before the step is taken

The check uses $u'$, which is known only afterwards. A guarantee in advance is available if $k^2$ is replaced by the symbol of the five-point Laplacian,

$$k^2\ \to\ \frac4{dx^2}\left[\sin^2\frac{k_xdx}{2}+\sin^2\frac{k_ydx}{2}\right].$$

With $q=s\ell^2/dx^2$, the step at a grid point is

$$u'+q\sum_{\text{4 neighbours}}(u'-u'_{\text{nb}})=r .$$

Where $u'$ is largest the sum is nonnegative, so $\max u'\le\max r$. The same argument at the minimum gives $\min u'\ge\min r$.

It remains to bound $r=u+s(u-u^3)$. Its derivative with respect to $u$ is $1+s-3su^2$, which is at least $1-2s$ on $[-1,1]$. For $s\le1/2$ the function is nondecreasing there, and it maps $\pm1$ to $\pm1$. A field that starts with $|u|\le1$ therefore keeps this bound, so $M\le2$ at each step. Since $s\le1/2<1$, the energy cannot rise on any grid.

The spectral $k^2$ is more accurate for smooth fields but lacks this maximum principle. On a $64\times64$ grid with $dx=0.4$ nm and $s=0.5$, the averaging weights of $1/(1+sK)$ include values down to $-3.7\times10^{-5}$. Their absolute values sum to 1.0029. An input bounded by 1 can thus overshoot by at most 0.29% in one step. That is far below the 29% margin just found, but the check after the step remains the proof.

## What a stabilizing term does

A stabilizing term $S(u'-u)$, with constant $S>0$, is sometimes added to permit larger steps:

$$\frac{u'-u}s+S(u'-u)=u-u^3-Ku'.$$

Collecting the factors of $u'-u$ gives

$$\left(\frac1s+S\right)(u'-u)=u-u^3-Ku' .$$

This is the original step with $s$ replaced by

$$s_{\rm eff}=\frac{s}{1+Ss}<\frac1S .$$

For $S=2$, the effective step is below $1/2$ for any nominal $s$, so the five-point guarantee applies. The price is in the clock: a nominal 50 ps step acts as $50/101=0.495$ ps. The iteration can still be used to reach a minimum, but it advances no faster than plain steps of size $s_{\rm eff}$. For a time history, elapsed time should be counted with $s_{\rm eff}$; the nominal clock is accurate only when $Ss\ll1$.

## Stationary walls are independent of the step

If $u'=u$, the step equation becomes $u-u^3-Ku=0$, from which $s$ has dropped out. A converged state therefore has no time-step error. This alone does not show that runs with different steps reach the same state.

For a straight wall, let primes denote derivatives in $x$. Then $\ell^2u''=u^3-u$. Multiply by $u'$ and integrate, using $u'=0$ at $u=\pm1$:

$$\frac{\ell^2}{2}u'^2=\frac14(1-u^2)^2 .$$

For a rising wall, $u'=(1-u^2)/(\sqrt2\,\ell)$, whose solution is

$$u=\tanh(x/\delta),\qquad\delta=\sqrt2\,\ell=1.15\ \mathrm{nm}.$$

Relative to the uniform minimum, the local excess is $e_0(1-u^2)^2/4$, and the gradient energy equals it. Changing variable from $x$ to $u$ gives the energy per wall area:

$$\sigma=e_0\int_{-1}^{1}\frac{(1-u^2)^2}{2}\,\frac{\sqrt2\,\ell}{1-u^2}\,du
=\frac{2\sqrt2}{3}e_0\ell .$$

Numerically, $\sigma=0.9428\times48\ \mathrm{J/cm^3}\times0.8165\ \mathrm{nm}=36.95\ \mathrm{mJ/m^2}$. A wall pair relaxed on the 0.4 nm grid gives the same value to the digits shown.

## Moving walls reveal the timing error

Consider a disk of one polarization in the other, with radius $R\gg\delta$. Near its edge $u=Q(r-R)$, where $Q$ is the straight-wall profile up to a sign. The Laplacian is $Q''+Q'/R$ to leading order. The straight-wall terms cancel, leaving

$$-\tau\dot R\,Q'=\frac{\ell^2}{R}Q',\qquad \frac{d(R^2)}{dt}=-\frac{2\ell^2}{\tau}=-2\Gamma g .$$

The discrete step changes this rate. Writing $u'=u+d$ for the new field turns the step equation into

$$\left(\frac1s+K\right)d=u-u^3-Ku .$$

For slow motion, $d\simeq-\Delta R\,Q'$. The right side is $\ell^2Q'/R$ plus the response to a small change of profile. That response is $-L$ acting on the change, with $L=K+3Q^2-1$. Differentiating the straight-wall equation shows $LQ'=0$. Since $L$ is symmetric, multiplying by $Q'$ and integrating across the wall removes the response:

$$-\Delta R\left[\frac1s\int Q'^2+\ell^2\int Q''^2\right]=\frac{\ell^2}{R}\int Q'^2 .$$

With $x=\delta y$ and $z=\tanh y$, the integrals are

$$\int Q'^2dx=\frac1\delta\int_{-1}^1(1-z^2)dz=\frac4{3\delta},$$
$$\int Q''^2dx=\frac4{\delta^3}\int_{-1}^1z^2(1-z^2)dz=\frac{16}{15\delta^3}.$$

Their ratio is $4/(5\delta^2)=2/(5\ell^2)$. Dividing $\Delta R$ by $\Delta t=s\tau$ gives

$$\frac{d(R^2)}{dt}=-\frac{2\Gamma g}{1+0.4s}.$$

This holds for slow walls of small curvature. For an initial radius of 15 nm, shrinkage was measured between 10 and 40 ps. At $\Delta t=0.1$ ps the rate was 1.285 $\mathrm{nm^2/ps}$, against 1.282 from the formula. At 0.5 ps the values were 1.114 and 1.111. The limit of vanishing step is 1.333, so the stable 0.5 ps step makes walls about 17% too slow.

Early growth is delayed too. Near $u=0$ a mode is multiplied by $(1+s)/(1+s\kappa)$ per step, while the exact factor is $e^{s(1-\kappa)}$. For $\kappa<1$,

$$\ln\frac{1+s}{1+s\kappa}=\int_\kappa^1\frac{s\,dv}{1+sv}<s(1-\kappa),$$

so each growing mode grows too slowly. The error is first order in $s$: for a smooth two-wave field followed for 2 ps, halving the step reduced successive differences by a factor of 1.99, close to the expected two.

## Domains from weak noise

A square of side 51.2 nm starts from random $u$ of amplitude about 0.1 with zero mean. The grid is 0.4 nm and the step 0.5 ps. The same initial field is also evolved with 0.05 ps steps.

| Time (ps) | Energy density, 0.5 ps step (J/cm³) | 0.05 ps step (J/cm³) |
|---|---:|---:|
| 0 | 2.13 | 2.13 |
| 5 | −0.47 | −1.67 |
| 20 | −8.22 | −8.34 |
| 100 | −9.91 | −10.02 |

The initial energy is positive because point-to-point noise has a large gradient energy. In the 0.5 ps run the energy fell at every step; the smallest drop was $3.6\times10^3\ \mathrm{J/m^3}$. The largest $M$ was 2.0000, giving a certified step of 1.00 ps. The difference at 5 ps agrees in direction with the delayed growth derived above. The 0.05 ps column is itself not converged at early times: in the limit of vanishing step the energy is about $-1.94\ \mathrm{J/cm^3}$ at 5 ps and $-8.36$ at 20 ps. That limit passes $-0.47$ near 4.0 ps, close to the $5\ln(1.5)/0.5=4.05$ ps expected from the slowed growth of the longest waves.

Reaching 100 ps took 200 steps, whereas the explicit limit would require at least 4213. That count is for the spectral $k^2$. With the five-point Laplacian the explicit limit is $2/(2+8\ell^2/dx^2)=0.0566$, or 1767 steps. Either count compares stability on the same grid, not cost at equal accuracy.

The final energy also measures the walls. A uniform film would have $-e_0/4=-12.00\ \mathrm{J/cm^3}$, so the excess is $2.09\ \mathrm{J/cm^3}$. Multiplying by the area and dividing by $\sigma$ gives the wall length:

$$L=\frac{2.09\times10^6\ \mathrm{J/m^3}\times(51.2\times10^{-9}\ \mathrm m)^2}{0.03695\ \mathrm{J/m^2}}=148\ \mathrm{nm}.$$

Independently, $u$ changes by 2 across a wall, so $\int|\nabla u|\,dA=2L$. This also gives 148 nm. The remaining excess is thus accounted for by walls between nearly saturated domains.

## Beside a real capacitor film

The polarization and thickness are typical in size for lead zirconate titanate capacitors, but several assumptions matter. The model's uniform switching field is the maximum of $|a|P_s(u-u^3)$, reached at $u=1/\sqrt3$. It equals $2|a|P_s/(3\sqrt3)=0.46$ MV/cm, or 46% of a rough 1 MV/cm breakdown field. Real films can switch at roughly 0.1 MV/cm, through nucleation and wall motion, so 0.46 MV/cm is no prediction of their coercive field. Real electrodes also screen imperfectly. For a rough total screening length $\lambda=0.02$ nm, a uniform film of thickness $h$ feels an opposing field $\lambda P_s/(\epsilon_0h)=0.09$ MV/cm, 20% of the switching field. This weakens $|a|$ by $\lambda/(\epsilon_0h)$, or 7.5%, and lowers $P_s$ by about 4%. The uniform polarized state disappears at $h=\lambda/(\epsilon_0|a|)=7.5$ nm, so ideal electrodes are a poor assumption for films near that thickness.

Strain can change the walls more. Suppose $a$ and $b$ are stress-free coefficients, while a wall is held at the strain $QP_s^2$ of its neighbours. With rough values $Q=0.08\ \mathrm{m^4/C^2}$ and stiffness $C=100$ GPa, the mismatch costs $\frac12C(QP_s^2)^2(1-u^2)^2$. Its prefactor is $8.2\ \mathrm{J/cm^3}$, beside a well depth of 12. Both terms have the same shape, so the wall energy rises by $\sqrt{1+8.2/12}=1.30$, to about 48 $\mathrm{mJ/m^2}$. The local curvature is multiplied by 1.68, and the certified step at $|u|=1$ falls from 1 to 0.59 ps.

Thermal noise is absent. Equipartition in one well, without gradient stiffness, gives $\langle\delta P^2\rangle=k_BT/(2|a|V)$. In a cube of side $\delta$ at 300 K, this harmonic estimate puts the rms fluctuation at 17% of $P_s$; the full quartic well makes it somewhat larger, about 20%. The cube allows variation through the thickness, which the model excludes; a column of the same cross-section through the full 100 nm gives only 1.8%. Coarse-grained coefficients may absorb part of it, but a simulation with explicit noise need not lower its energy at every step.

Ordering also releases heat. Take $|a|$ to vanish linearly over a rough 400 K. The well depth and the entropy term $T(|a|/400\ \mathrm K)P_s^2/2$ then total $12+18=30\ \mathrm{J/cm^3}$. With a rough heat capacity of $3\ \mathrm{J/(cm^3\,K)}$ and no heat loss, the film warms by 10 K and $|a|$ changes by 2.5%.

Neglecting inertia in uniform relaxation depends on the choice $\tau=1$ ps. With a rough soft-mode frequency of 2.5 THz, $\omega=2\pi\times2.5$ THz, the inertial time is $2/(\tau\omega^2)=0.008$ ps, far below $\tau$. But this choice implies a damping rate $\tau\omega^2/2$ of about $8\omega$. A soft mode with a damping rate below $2\omega$ rings instead of relaxing, and the present equation does not describe that motion. Short waves are stiffer, with frequency $\omega\sqrt{1+\kappa/2}$, so even at this damping the modes with $\kappa\gtrsim29$ would ring. These are wavelengths below about 1 nm, nearly half the modes of the 0.4 nm grid. Modes on the scale of a wall, $\kappa\approx1$, remain overdamped. Variation through the thickness, in-plane polarization, defects and the pinning of walls by the crystal lattice remain outside the model, and their effect is not sized here. The numerical output follows.

## Values computed for the example and the checks

```
|a| = 3.00e+08 m/F; g = 2.00e-10 m^3/F
Ps = 40.0 uC/cm2; b = 1.875e+09 m^5/(F C^2)
relaxation time tau = 1.00 ps; thickness = 100 nm
gradient length ell = 0.8165 nm; wall half-width = 1.1547 nm
well depth = 12.00 J/cm3
relative susceptibility in the well = 188
uniform switching field = 0.462 MV/cm
explicit step limit, dx 0.4 nm = 0.02374 ps
explicit step limit, dx 0.2 nm = 0.00604 ps
ratio of the two limits = 3.929
uniform u=1.01: energy change, s=0.95: -7.475e+02 J/m3
uniform u=1.01: energy change, s=1.10: 2.361e+03 J/m3
spectral resolvent, s=0.5: smallest entry = -3.741e-05
spectral resolvent, s=0.5: sum of |entries| = 1.00294
stabilized S=2: nominal 50 ps acts as 0.4950 ps
wall energy: relaxed 36.9504, formula 36.9504 mJ/m2
largest wall profile error in P/Ps = 3.3e-07
wall slow-down coefficient = 0.4000
disk -d(R^2)/dt, step 0.1 ps: measured 1.2850, formula 1.2821 nm2/ps
disk -d(R^2)/dt, step 0.5 ps: measured 1.1139, formula 1.1111 nm2/ps
disk rate for vanishing step = 1.3333 nm2/ps
time-convergence ratio on halving the step = 1.987
example: box 51.2 nm, grid 0.4 nm, step 0.50 ps
mean energy density at 0 ps = 2.1282 J/cm3
mean energy density at 5 ps = -0.4676 J/cm3
mean energy density at 20 ps = -8.2176 J/cm3
mean energy density at 50 ps = -9.3137 J/cm3
mean energy density at 100 ps = -9.9104 J/cm3
same, step 0.05 ps, at 5 ps = -1.6747 J/cm3
same, step 0.05 ps, at 20 ps = -8.3420 J/cm3
same, step 0.05 ps, at 100 ps = -10.0208 J/cm3
largest energy change in one step = -3.582e+03 J/m3
largest M = 2.0000; certified step 2/M = 1.0000 ps
steps to 100 ps: semi-implicit 200, explicit at least 4213
final wall length: energy 148.2, gradient 148.1 nm
screening length (rough) = 0.020 nm; field = 0.0904 MV/cm
depolarizing / switching field = 0.196
critical thickness for uniform P = 7.53 nm
electrostriction Q = 0.08 m4/C2; stiffness = 100 GPa (rough)
clamping energy = 8.19 J/cm3; wall energy factor = 1.297
thermal rms P/Ps in a cube of side 1.15 nm, 300 K = 0.167
heat capacity = 3.0 J/(cm3 K); Curie gap = 400 K (rough)
ordering heat = 30.0 J/cm3; heating = 10.0 K; change of |a| = 2.5 %
soft mode (rough) = 2.5 THz; inertial time = 0.0081 ps
breakdown (rough) = 1.0 MV/cm; switching/breakdown = 0.462
```
